# Hole counting for the 4p-to-4d dipole strength of 4p6 4d^n, part 2

We study the dipole strength from states of \(4p^64d^n\), with \(0\le n\le10\), to \(4p^54d^{n+1}\). The electron charge is left out of the dipole operator, so strengths have the dimension of an area; \(a_0\) is the Bohr radius. The spherical components of a vector are \(r_q=r\,C_q\), with \(q=-1,0,1\) and \(C_q\) depending on angles alone. The operators \(d^\dagger_{ms}\), \(p^\dagger_{ms}\) and \(f^\dagger_{ms}\) create a 4d, 4p or 4f electron with magnetic number \(m\) and spin \(s\).

The first assumption is that the initial state belongs to the pure configuration \(4p^64d^n\). The radial integral \(R=\langle 4d|r|4p\rangle\) is also taken to be the same for every spin-orbital and term, and the wavelength to be much larger than the ion.

**Theorem.** Every normalized state \(|\psi\rangle\) of \(4p^64d^n\) has the same strength, summed over all final states and the three polarizations:

\[
S(\psi)=\sum_f\sum_{q=-1}^{1}\bigl|\langle f|D_q|\psi\rangle\bigr|^2=\frac25\,(10-n)\,R^2 .
\]

**Lemma 1.** The active part of the dipole \(D_q\) is

\[
A_q=R\sum_{m,m',s}c^q_{mm'}\,d^\dagger_{ms}p_{m's},\qquad
c^q_{mm'}=\langle 2m|C_q|1m'\rangle .
\]

**Lemma 3.**

\[
T_{m\bar m}\equiv\sum_q\sum_{m'}c^q_{mm'}c^q_{\bar mm'}=\frac25\,\delta_{m\bar m}.
\]

**Lemma 4.** If the 4p shell is full in \(|\chi\rangle\), then \(p^\dagger_ap_b|\chi\rangle=\delta_{ab}|\chi\rangle\), where \(a\) and \(b\) each stand for a magnetic number and a spin.

**Proposition 1.** For an initial eigenstate with energy \(E_\psi\), let \(s_f=\sum_q|\langle f|A_q|\psi\rangle|^2\) be the strength to the final eigenstate \(f\) with energy \(E_f\). The mean excitation energy and the total polarization-averaged oscillator strength are

\[
\bar E=\frac{\sum_f(E_f-E_\psi)s_f}{\sum_fs_f},\qquad
f_{\rm tot}=\frac23\,\frac{\bar E}{E_h}\,\frac{S}{a_0^2},
\]

where \(E_h\) is the Hartree energy. Integrated absorption follows \(f_{\rm tot}\), and \(\bar E\) may depend on the level.

### Proposition 2: emission from the upper configuration

In general there is no corresponding rule for individual states of \(4p^54d^{n+1}\). Their strength to \(4p^64d^n\), averaged over all upper states, is

\[
\langle S_{\rm em}\rangle=\frac{n+1}{15}R^2 .
\]

*Proof.* The lower configuration has \(\binom{10}{n}\) states. By the theorem, the strength summed over all pairs of lower and upper states is \(\binom{10}n\tfrac25(10-n)R^2\). The upper configuration has six places for the 4p hole and \(\binom{10}{n+1}\) arrangements of the 4d electrons. Since \(\binom{10}{n+1}=\binom{10}{n}(10-n)/(n+1)\),

\[
\langle S_{\rm em}\rangle=\frac{\tfrac25(10-n)\binom{10}n}{6\binom{10}n(10-n)/(n+1)}R^2=\frac{n+1}{15}R^2 .
\]

That individual states differ is shown by \(n=0\). The lower configuration is then the single closed-shell state \(|0\rangle\). An upper state can emit only through its overlap with the three vectors \(A_q|0\rangle\). These have different magnetic numbers and are orthogonal, and by rotational symmetry each has squared length \(\tfrac13\cdot4R^2\). Three of the 60 upper states, the normalized versions of these vectors, have strength \(\tfrac43R^2\), and the other 57, chosen orthogonal to them, have none. The mean is \(3\cdot\tfrac43R^2/60=R^2/15\), as the formula requires. \(\square\)

The argument of the theorem fails here because the 4p shell is open. The position of the 4p hole is correlated with the arrangement of the 4d electrons, and Lemma 4 no longer removes it from the sum. The case \(n=9\) is an exception: the upper 4d shell is then full, only the 4p hole is free, and by rotational symmetry in space and spin all six upper states have the strength \(\tfrac23R^2\).

### Proposition 3: the companion channel 4d to 4f

Let the 4f shell be empty and let \(R_{df}=\langle4f|r|4d\rangle\) be fixed. Then every state of \(4p^64d^n\) has the strength

\[
S_{df}=\frac35\,n\,R_{df}^2
\]

to the configuration \(4p^64d^{n-1}4f\).

*Proof.* The active operator is now \(B_q=R_{df}\sum e^q_{mm'}f^\dagger_{ms}d_{m's}\), with \(e^q_{mm'}=\langle3m|C_q|2m'\rangle\). In \(B_q^\dagger B_q\) the 4f operators occur as \(f_{ms}f^\dagger_{\bar m\bar s}\), which is \(\delta_{m\bar m}\delta_{s\bar s}\) on an empty shell. What remains is

\[
S_{df}=R_{df}^2\sum_{m'\bar m's}\Bigl(\sum_{q,m}e^q_{mm'}e^q_{m\bar m'}\Bigr)\langle d^\dagger_{m's}d_{\bar m's}\rangle .
\]

The bracket follows from \(\sum_qC_q^\dagger C_q=|\mathbf r/r|^2=1\). Acting on a function with \(l=2\), the components \(C_q\) produce functions with \(l=1\) and \(l=3\). The two contributions add up to \(\delta_{m'\bar m'}\). Because \(C_q^\dagger=(-1)^qC_{-q}\), the \(l=1\) contribution is the sum already found, \(\tfrac25\delta_{m'\bar m'}\). The \(l=3\) contribution is the remainder, \(\tfrac35\delta_{m'\bar m'}\). The occupations add up to \(n\). \(\square\)

If the final configurations \(4p^54d^{n+1}\) and \(4p^64d^{n-1}4f\) mix with each other, the strengths of single lines change through interference. The sum over all states of both is unchanged, since the mixed states span the same space:

\[
S+S_{df}=\tfrac25(10-n)R^2+\tfrac35nR_{df}^2 .
\]

After such mixing, the two terms can no longer be assigned to separate groups of lines.

### Worked example: a 4d⁴ ion like Sn¹⁰⁺

Tin has 50 electrons, and the shells up to and including \(4p^6\) hold 36. An ion with \(n\) electrons in 4d therefore has charge \(14-n\). With the round value \(R=1.00\,a_0\) held fixed for all ions, the theorem gives:

| Ion | 4d holes | \(S\) (\(a_0^2\)) |
|---|---|---|
| Sn¹⁴⁺ | 10 | 4.0 |
| Sn¹³⁺ | 9 | 3.6 |
| Sn¹²⁺ | 8 | 3.2 |
| Sn¹¹⁺ | 7 | 2.8 |
| Sn¹⁰⁺ | 6 | 2.4 |
| Sn⁹⁺ | 5 | 2.0 |
| Sn⁸⁺ | 4 | 1.6 |

For Sn¹⁰⁺ the arithmetic is \(0.4\times6\times1.00^2\,a_0^2=2.4\,a_0^2\), or 0.0067 nm².

To see how the strength is distributed, a model Hamiltonian is needed. It contains the Coulomb repulsion within and between the 4p and 4d shells, and spin-orbit coupling. The repulsion is specified by the usual Slater integrals, direct \(F^k\) and exchange \(G^k\). Their round values are \(F^2(dd)=12\) eV, \(F^4(dd)=8\) eV, \(F^2(pd)=F^2(pp)=13\) eV, \(G^1(pd)=16\) eV and \(G^3(pd)=10\) eV. The spin-orbit constants are 6 eV for 4p and 0.6 eV for 4d. The mean energies of the two configurations, averaged over all their states, are set 80 eV apart, and this choice absorbs the \(F^0\) integrals.

The Hamiltonian was diagonalized numerically in the complete sets of determinants, 210 for \(4p^64d^4\) and 1512 for \(4p^54d^5\). The lower configuration splits into 34 levels that span 18.2 eV. Summing the squared dipole elements over the 1512 final eigenstates gives \(2.400\,a_0^2\) for each of the 210 lower states.

The mean excitation energy \(\bar E\) runs from 85.4 to 92.9 eV. Proposition 1, with \(E_h=27.21\) eV, turns this into

\[
f_{\rm tot}=\tfrac23\times\frac{85.39}{27.21}\times2.4=5.02
\quad\text{to}\quad
\tfrac23\times\frac{92.91}{27.21}\times2.4=5.46 .
\]

The integrated absorption thus varies by about 9 percent of its smallest value, although the dipole strength does not vary.

The average of \(\bar E\) over the 210 states is 89.6 eV, which corresponds to 13.8 nm. It lies 9.6 eV above the chosen separation of 80 eV. The theorem allows a simple reading of this difference. Let \(s_{ui}\) be the strength between upper state \(u\) and lower state \(i\), and let \(N\) be the number of lower states. Since \(\sum_us_{ui}=S\) for every \(i\),

\[
\frac1N\sum_i\bar E_i=\frac1{NS}\sum_{u,i}s_{ui}(E_u-E_i)
=\frac{\sum_ue_uE_u}{\sum_ue_u}-\frac1N\sum_iE_i,\qquad e_u=\sum_is_{ui}.
\]

The last term is the plain mean energy of the lower configuration. The excess of 9.6 eV is therefore the amount by which the upper states, weighted by their emission strength \(e_u\), lie above their own plain mean. In this model the strength sits preferentially in the higher part of \(4p^54d^5\).

The emission strengths are very uneven. Their mean is \(5/15=0.333\,a_0^2\), as Proposition 2 requires, but the largest is \(1.61\,a_0^2\), and 49 percent of the upper states have less than a tenth of that. Some have none. The largest magnetic number in \(4d^5\) is \(13/2\), from electrons with \(m=2,2,1,1,0\) and one unpaired spin. The 4p hole can add \(3/2\), so the upper configuration contains a level with \(J=8\). In \(4d^4\) the largest value is \(J=6\), and a dipole transition changes \(J\) by at most one.

### Proposition 4: unequal radial integrals

Spin-orbit coupling makes the 4p orbital with \(j=1/2\) slightly different from that with \(j=3/2\). Suppose that its radial integral is \((1-\delta)R\), while transitions from \(4p_{3/2}\) keep the value \(R\). Then

\[
S=R^2\Bigl[\tfrac25(10-n)-\tfrac13(2\delta-\delta^2)\,h_{3/2}\Bigr],
\]

where \(h_{3/2}\) is the mean number of holes in the four \(4d_{3/2}\) spin-orbitals.

*Proof.* Summed over all 4d and 4p spin-orbitals, the squared angular coefficients give \(10\times\tfrac25=4\). By rotational symmetry each of the six 4p spin-orbitals contributes equally, hence \(\tfrac23\). The two with \(j=1/2\) contribute \(\tfrac43\). A dipole transition changes \(j\) by at most one, so this part goes entirely to \(4d_{3/2}\). Its four spin-orbitals share it equally, again by symmetry, and each receives \(\tfrac13\). The radial change multiplies this part by \((1-\delta)^2\), which lowers it by the fraction \(2\delta-\delta^2\). Since \(4d_{3/2}\) and \(4d_{5/2}\) have different \(j\), the rotationally invariant angular sum does not connect them, and the loss is proportional to \(h_{3/2}\). \(\square\)

The strength now depends on the level through \(h_{3/2}\). For an assumed deficit of 3 percent, each \(4d_{3/2}\) hole costs \(\tfrac13(0.06-0.0009)\,a_0^2=0.0197\,a_0^2\). Over the 210 eigenstates of the example the strength runs from 2.336 to \(2.383\,a_0^2\), which is 0.7 to 2.7 percent below 2.4.

### Configuration mixing in the initial state

A larger departure comes from the first assumption. The Coulomb repulsion can lift two 4p electrons into 4d together, which mixes \(4p^44d^6\) into the initial state. Write

\[
|\psi\rangle=\sqrt{1-w}\,|\phi\rangle+\sqrt w\,|\chi\rangle ,
\]

with normalized \(|\phi\rangle\) in \(4p^64d^4\), normalized \(|\chi\rangle\) in \(4p^44d^6\), and weight \(w\). The states of \(4p^54d^5\) can be reached from \(|\phi\rangle\) by \(A_q\), and from \(|\chi\rangle\) by the part \(\tilde A_q\) of the dipole that returns an electron from 4d to 4p. The strength becomes

\[
S=(1-w)\tfrac{12}5R^2+w\sum_q\bigl\|\tilde A_q\chi\bigr\|^2
+2\sqrt{w(1-w)}\;\mathrm{Re}\sum_q\langle A_q\phi|\tilde A_q\chi\rangle .
\]

The last term is of first order in the small amplitude \(\sqrt w\), so a small admixture can have a large effect.

For the example, the Hamiltonian was diagonalized in the two configurations together, using the states with total magnetic number zero. Each of the 34 levels appears there once, because its \(J\) is an integer. Raising the second electron was assumed to cost the same one-electron energy as raising the first, which places the mean of \(4p^44d^6\) 161 eV above that of \(4p^64d^4\). The weight \(w\) then lies between 0.4 and 1.0 percent. The strength to \(4p^54d^5\) falls to between 1.97 and \(2.22\,a_0^2\), and on average over the levels, each counted once, it is 12 percent below the hole-counting value (11 percent when each level is weighted by \(2J+1\)). The final states are kept pure here. Mixing \(4p^34d^7\) into them as well changes this average reduction by less than one percentage point.

The formula identifies the cause. The first term loses at most 1 percent, and the second cannot be negative. The reduction of 8 to 18 percent must therefore come mainly from the interference term. The spread among the levels is about 10 percent of \(2.4\,a_0^2\), so in this model the mixing does more than rescale \(R^2\): it makes the strength depend on the level.

### The real ions and the reach of the rule

Light sources for lithography near 13.5 nm use a hot tin plasma, with an electron temperature of roughly some tens of eV, in which ions from about Sn⁸⁺ to Sn¹⁴⁺ radiate. The parameters above are rough values for this regime and not a calculation of Sn¹⁰⁺, and the wavelength of 13.8 nm largely reflects the chosen separation of 80 eV. Of the departures computed here at fixed \(R\) for ions in the lowest configuration, mixing in the initial state moves the 4p-to-4d strength most, by 12 percent on average. This figure depends on the round parameters: with unscaled nonrelativistic Hartree-Fock values, where the Slater integrals are 12 to 19 percent larger and the two separations are about 71 and 143 eV, it becomes 15 percent. Mixing with configurations that contain 4f electrons or a 4s hole in the initial state has not been estimated.

The round value \(R=1.00\,a_0\) also limits the absolute numbers. A nonrelativistic Hartree-Fock estimate with a spherically averaged 4d shell gives \(R\approx0.86\,a_0\) for Sn¹⁰⁺, which lowers the strength from 2.4 to about \(1.8\,a_0^2\). In the same estimate \(R^2\) falls by about 15 percent from Sn⁸⁺ to Sn¹⁴⁺, so a comparison of ions needs a value of \(R\) for each of them.

Three further points limit the use of the rule.

- Those of these ions that have 4d electrons also have 4d-to-4f transitions in the same spectral region. With the round value \(R_{df}=0.90\,a_0\), Proposition 3 gives \(0.6\times4\times0.81\,a_0^2=1.94\,a_0^2\), comparable with the 4p-to-4d strength. A measured total in this region contains both.
- A hot plasma also holds ions already excited to \(4p^54d^5\). Their absorption strength to \(4p^44d^6\), computed for the eigenstates of the example, ranges from 1.33 to \(2.94\,a_0^2\). The independence of the state is lost there, because the 4p shell is open.
- Corrections for the finite wavelength \(\lambda\) are governed by \((2\pi a_0/\lambda)^2\), which is \(6\times10^{-4}\) at 13.8 nm. They are small beside the effects above.

Within these limits, the rule supplies a normalization for absorption from \(4p^64d^n\). At fixed \(R\), a change of population among the levels of this configuration can reshape the spectrum and shift its mean energy, but as long as the initial states are pure \(4p^64d^n\), it leaves the total 4p-to-4d dipole strength per ion unchanged. With the configuration mixing of the example, the strength differs among the levels by up to about 10 percent of the hole-counting value. The rule does not give the share that falls within a narrow band around 13.5 nm, which depends on the final eigenstates and their energies.
